\section*{Raw px, py and pz Densities of States from Irreducible k Points}

\section*{The argument under review}

The manuscript computes orbital-projected densities of states for a simple cubic crystal with one atom per cell. It diagonalizes the Hamiltonian at the irreducible k points, weights each point by the size of its star, and plots the squared coefficients of $p_x$, $p_y$ and $p_z$. The three curves differ strongly. The manuscript reads this as a splitting of the $p$ shell, with $p_x$ lowest, and offers three supports: the total density of states agrees with a full-mesh calculation, each orbital curve integrates to one state per spin, and the band centres are stable when the mesh is refined.

All three observations are correct, but the conclusion does not follow from them. The splitting is a property of the wedge chosen for the irreducible points. The data can be repaired without a new diagonalization.

\section*{Model and conventions}

I use independent electrons, an orthonormal basis of one $s$ and three $p$ orbitals per site, and nearest-neighbour hopping. Energies are in hartree, $k$ is in units of $1/a$ with $a$ the lattice constant, and densities are per cell and per spin. Bloch sums carry the phase $e^{i\mathbf k\cdot\mathbf R}$.

The $s$--$p_j$ hopping is $+V_{sp}$ to the neighbour at $+\hat{\jmath}$ and $-V_{sp}$ to the one at $-\hat{\jmath}$, because $p_j$ is odd. The sum is $V_{sp}(e^{ik_j}-e^{-ik_j})$. A $p_j$ orbital couples to its own kind with $V_\sigma$ along $j$ and $V_\pi$ along the other two axes; different $p$ orbitals on neighbouring sites do not couple, by reflection symmetry. With $C=\cos k_x+\cos k_y+\cos k_z$,
\begin{align}
H_{ss}&=E_s+2V_{ss}C,\qquad H_{sj}=2iV_{sp}\sin k_j,\\
H_{jj}&=E_p+2V_\sigma\cos k_j+2V_\pi(C-\cos k_j)\nonumber\\
&=E_p+2V_\pi C+2(V_\sigma-V_\pi)\cos k_j .
\label{eq:hpp}
\end{align}
The round parameters are $E_s=-0.40$, $E_p=-0.10$, $V_{ss}=-0.02$, $V_{sp}=0.04$, $V_\sigma=0.05$ and $V_\pi=-0.01$. The mesh has $24^3=13824$ points, offset from $\Gamma$, of which 364 are irreducible. They lie in the wedge $k_x\ge k_y\ge k_z>0$. The projected density is
\begin{equation}
g_m(E)=\sum_{\mathbf k}w_{\mathbf k}\sum_n|c_{mn}(\mathbf k)|^2\,\delta(E-E_n(\mathbf k)),
\label{eq:pdos}
\end{equation}
with $\delta$ broadened to a Gaussian of standard deviation 0.015 hartree. The weight $w_{\mathbf k}$ is the number of arms in the star divided by the number of mesh points.

\section*{What a star weight leaves out}

Each of the 48 cubic operations $R$ permutes the axes and may reverse them: $(R\mathbf k)_i=s_i k_{\pi(i)}$, with $s_i=\pm1$ and $\pi$ a permutation. Let $D(R)$ act as 1 on $s$ and as the matrix $R$ on the $p$ orbitals. Since sine is odd, $H_{si}(R\mathbf k)=s_iH_{s\pi(i)}(\mathbf k)$; since cosine is even, $H_{ii}(R\mathbf k)=H_{\pi(i)\pi(i)}(\mathbf k)$. Together these say
\begin{equation}
H(R\mathbf k)=D\,H(\mathbf k)\,D^{T}.
\label{eq:cov}
\end{equation}
If $H(\mathbf k)c=Ec$, then $D^TD=1$ gives $H(R\mathbf k)Dc=DH(\mathbf k)c=E\,Dc$. The energy is the same on every arm, but the eigenvector is rotated.

Let $P_E(\mathbf k)=\sum_{n:E_n=E}c_nc_n^\dagger$. The sum runs over a complete degenerate set, because the weights of its separate members depend on an arbitrary choice of basis. Then
\begin{equation}
P_E(R\mathbf k)=D\,P_E(\mathbf k)\,D^T,\qquad
[P_E(R\mathbf k)]_{ii}=[P_E(\mathbf k)]_{\pi(i)\pi(i)} ,
\label{eq:weights}
\end{equation}
where the signs cancel as $s_i^2=1$. Multiplying one wedge point by the size of its star assumes that $[P_E]_{ii}$ is equal on all arms. Equation~(\ref{eq:weights}) shows that it is permuted instead. The sum over $i=x,y,z$ is unaffected by a permutation, so the $p$ sum is correct, as are the $s$ curve and the total.

One star shows this. At $\mathbf k=\frac{\pi}{24}(17,11,5)$ the second band lies at $-0.168$ hartree and has weights $0.931$, $0.034$ and $0.003$ on $p_x$, $p_y$ and $p_z$. At the arm $\frac{\pi}{24}(5,11,17)$ the energy is the same, but the weights are $0.003$, $0.034$ and $0.931$. The manuscript counts the first set 48 times. The mean over the 48 arms is $(0.931+0.034+0.003)/3=0.323$ for each orbital.

\section*{Restoring the missing arms}

Suppose $R_0$ takes $\mathbf k$ to a given arm. The operations that do the same are $R_0S$, where $S$ leaves $\mathbf k$ in place. Their number is the same for every arm, so an average over the star equals an average over the group. Let $\rho^{\rm raw}$ be the wedge sum of $w_{\mathbf k}P_E(\mathbf k)$, broadened in energy or integrated over it. As $D$ does not depend on $\mathbf k$, it can be taken outside that sum:
\begin{equation}
\rho=\frac1{|G|}\sum_{R\in G}D(R)\,\rho^{\rm raw}D(R)^T .
\label{eq:sym}
\end{equation}
For the cubic group, a given axis $i$ is sent to a given axis $\pi(i)=j$ by 2 permutations with 8 sign choices each, hence by 16 of the 48 operations. The diagonal part of Eq.~(\ref{eq:sym}) is therefore
\begin{equation}
g_x=g_y=g_z=\tfrac13\left(g_x^{\rm raw}+g_y^{\rm raw}+g_z^{\rm raw}\right).
\label{eq:third}
\end{equation}

At $E=-0.20$ hartree the raw values are $9.04$, $0.89$ and $0.01$ states/hartree. Their sum is $9.94$ and a third of it is $3.31$, which is what a direct sum over all 13824 points gives for each orbital. At $E=0$ the order is reversed: $0.04$, $2.00$ and $12.35$, with sum $14.39$ and true value $4.80$.

Integrated up to $-0.10$ hartree, the raw weights are $0.888$, $0.421$ and $0.073$ states per spin, against a true value of $0.461$ for each. Relative to that value, $p_x$ is 93\% too high and $p_z$ is 84\% too low. Read as occupations, these numbers would describe a strongly polarized shell in a crystal that has none.

\section*{Why the three supports do not help}

\paragraph{Total density.} It needs only the energies, which are equal on all arms. It cannot detect an error in how weight is shared among the $p$ orbitals.

\paragraph{Normalization.} At each $\mathbf k$ the eigenvectors form a complete set, so $\sum_n|c_{mn}|^2=1$. As $\sum_{\mathbf k}w_{\mathbf k}=1$, each raw curve integrates to one, whichever wedge is used.

\paragraph{Mesh refinement.} The spectral decomposition $\sum_nE_n|c_{in}|^2=H_{ii}$ gives the centre of a raw curve. The Gaussian is symmetric and does not shift it. From Eq.~(\ref{eq:hpp}),
\begin{equation}
\bar E_i=E_p+2V_\pi\langle C\rangle+2(V_\sigma-V_\pi)\langle\cos k_i\rangle ,
\end{equation}
where the brackets denote the weighted wedge average. On a fine mesh, $|k_x|$, $|k_y|$ and $|k_z|$ over the full zone are independent and uniform on $(0,\pi)$, and folding into the wedge sorts them. The wedge $k_x$ is the largest of the three. It lies below $q$ with probability $(q/\pi)^3$, so its density is $3q^2/\pi^3$ and
\begin{align}
\langle\cos k_x\rangle&=\frac3{\pi^3}\int_0^\pi q^2\cos q\,dq\nonumber\\
&=\frac3{\pi^3}\Big[q^2\sin q+2q\cos q-2\sin q\Big]_0^\pi=-\frac6{\pi^2}.
\end{align}
Replacing each $q$ by $\pi-q$ keeps the distribution uniform, exchanges largest and smallest, and reverses the sign of the cosine. Hence $\langle\cos k_z\rangle=+6/\pi^2$, $\langle\cos k_y\rangle=0$ and $\langle C\rangle=0$. The raw centres tend to
\begin{equation}
\bar E_{x}=E_p-\frac{12(V_\sigma-V_\pi)}{\pi^2},\quad
\bar E_y=E_p,\quad
\bar E_{z}=E_p+\frac{12(V_\sigma-V_\pi)}{\pi^2}.
\label{eq:centres}
\end{equation}
Here $12\times0.06/\pi^2=0.0730$, so the limits are $-0.1730$, $-0.1000$ and $-0.0270$ hartree. The $p_x$ centre is $-0.1725$, $-0.1728$ and $-0.1729$ on meshes of $16^3$, $32^3$ and $64^3$ points. It converges, but to a wrong value: on the full mesh all three centres are at $E_p=-0.1000$. The false splitting between $p_x$ and $p_z$ is $0.146$ hartree, or $3.97$ eV.

A check that does respond to the fault is to repeat the sum in the wedge $k_z\ge k_y\ge k_x>0$. The raw $p_x$ and $p_z$ curves then change places. A property of the crystal could not depend on that choice.

\section*{Equal centres are not sufficient}

For $V_\sigma=V_\pi$ the false shifts in Eq.~(\ref{eq:centres}) vanish, yet the raw curves still differ if $V_{sp}\ne0$. The second moment of curve $i$, apart from a broadening term common to all, is the average of
\begin{equation}
(H^2)_{ii}=H_{ii}^2+|H_{si}|^2=H_{ii}^2+4V_{sp}^2\sin^2k_i .
\end{equation}
In this limit $H_{ii}$ is the same for all three orbitals, so the difference lies in $\langle\sin^2k_i\rangle=\frac12(1-\langle\cos2k_i\rangle)$. For the largest component,
\begin{equation}
\langle\cos2k_x\rangle=\frac3{\pi^3}\int_0^\pi q^2\cos2q\,dq=\frac3{\pi^3}\cdot\frac\pi2=\frac3{2\pi^2}.
\end{equation}
The smallest has the same value, since $\cos2(\pi-q)=\cos2q$. The three averages add to the full-zone value, zero, so $\langle\cos2k_y\rangle=-3/\pi^2$. The raw second moment of $p_y$ therefore exceeds that of $p_x$ by
\begin{equation}
4V_{sp}^2\cdot\frac12\left(\frac3{2\pi^2}+\frac3{\pi^2}\right)=\frac{9V_{sp}^2}{\pi^2}.
\end{equation}
The $p_y$ curve is falsely broad even though its centre is right.

\section*{Limits of the one-third rule}

\paragraph{Lower symmetry.} Equation~(\ref{eq:sym}) must use the operations of the actual crystal. Raise the $p_z$ on-site energy by 0.05 hartree. The 16 operations that remain send $z$ to $\pm z$, so raw $p_z$ is already correct, while $p_x$ and $p_y$ mix with each other. Here raw means the sum over the irreducible points of this smaller group, the 936 points with $k_x\ge k_y>0$ and $k_z>0$. The raw integrated weights up to $-0.10$ hartree are $0.735$, $0.187$ and $0.305$. The correct ones are $(0.735+0.187)/2=0.461$ for $p_x$ and $p_y$, and $0.305$ for $p_z$. A cubic average would give $0.409$ for all three and erase a real difference.

\paragraph{Axes that are not merely permuted.} A threefold rotation about $z$ has $D_{xx}=-\frac12$ and $D_{xy}=-\frac{\sqrt3}2$, up to the sense of rotation. The rotated $p_x$ weight is
\begin{equation}
\tfrac14\rho_{xx}+\tfrac34\rho_{yy}+\tfrac{\sqrt3}2\,{\rm Re}\,\rho_{xy}.
\end{equation}
Squared coefficients alone do not contain the last term, so the weight on a single arm cannot be rebuilt from them. In the group average the inverse rotation gives that term with the opposite sign, and the three operations leave $\frac13[\rho_{xx}+2(\frac14\rho_{xx}+\frac34\rho_{yy})]=\frac12(\rho_{xx}+\rho_{yy})$. For other groups or other orbital axes, the off-diagonal element can survive the average. For a group made of the identity and a twofold axis in the $xy$ plane at angle $\varphi$ to $x$, $D_{xx}=\cos2\varphi$ and $D_{xy}=\sin2\varphi$, so the averaged $p_x$ weight is $\frac12[(1+\cos^22\varphi)\rho_{xx}+\sin^22\varphi\,\rho_{yy}+\sin4\varphi\,{\rm Re}\,\rho_{xy}]$. Unless $\sin4\varphi=0$, the off-diagonal element must then be stored.

\paragraph{Atoms that exchange places.} The $p$ sum on one atom is safe here because every operation leaves that atom on its own site, up to a lattice vector. Consider instead a cubic lattice with an $s$ orbital of energy 0 at the cell corner and one $s$ orbital of energy $-0.20$ hartree at each of the edge centres $X$, $Y$ and $Z$. The corner has two neighbours of each kind, at $\pm\frac12$ lattice constant, so, with the Bloch phase taken at each orbital's own position, a hopping $t=0.10$ hartree gives the coupling $t(e^{ik_i/2}+e^{-ik_i/2})=2t\cos(k_i/2)$. The cubic operations permute the three edge atoms.

Up to $-0.10$ hartree the raw weights are $0.9656$, $0.9048$ and $0.8305$ states per spin, although the projection on each atom includes its whole shell, a single $s$ orbital. The true value for each is the average over the three equivalent atoms, $2.701/3=0.900$. The order can be traced to the antibonding band, which lies at or above zero energy and is empty. Its eigenvalue equation, $(E+0.20)c_i=2t\cos(k_i/2)\,c_0$ with $c_0$ the corner amplitude, makes $c_i$ proportional to $\cos(k_i/2)$. In the wedge this is smallest for $X$, which therefore loses least weight to the empty band.

\section*{Changes requested}

The $p$-resolved figure should be redrawn with Eq.~(\ref{eq:third}), and the claim of a split shell withdrawn. The $s$ curve, the $p$ sum and the total density can stand. If a distorted structure is added, its projections should be averaged with its own symmetry operations before any splitting is quoted. The numerical output below gives the values used in this comment.

\section*{Numbers as computed}
\begin{verbatim}
Parameters (hartree)
Es -0.40, Ep -0.10, Vss -0.02, Vsp 0.04
Vpp_sigma 0.05, Vpp_pi -0.01, width 0.015
Mesh 24^3: 13824 points, 364 irreducible
One star, k = pi/24 * (17, 11, 5), arms: 48
Second band energy: -0.1676 hartree
Weights s px py pz at this k: 0.0321 0.9308 0.0341 0.0031 
Weights s px py pz at reversed k: 0.0321 0.0031 0.0341 0.9308 
Weights s px py pz, star mean: 0.0321 0.3226 0.3226 0.3226 
Projected densities in states/hartree
E = -0.20 hartree
  raw px py pz: 9.0425 0.8879 0.0129 
  full-mesh px py pz: 3.3144 3.3144 3.3144 
  p sum raw, full: 9.9433 9.9433 
E = -0.10 hartree
  raw px py pz: 2.5726 5.0794 1.3206 
  full-mesh px py pz: 2.9909 2.9909 2.9909 
  p sum raw, full: 8.9726 8.9726 
E = 0.00 hartree
  raw px py pz: 0.0430 2.0043 12.3474 
  full-mesh px py pz: 4.7982 4.7982 4.7982 
  p sum raw, full: 14.3947 14.3947 
Weight integrated up to -0.10 hartree (states per spin)
  raw px py pz: 0.8877 0.4209 0.0734 
  group-averaged px py pz: 0.4607 0.4607 0.4607 
  full-mesh px py pz: 0.4607 0.4607 0.4607 
  raw px py pz, all energies: 1.0000 1.0000 1.0000 
Centres of raw px py pz (hartree)
  mesh 16^3: -0.1725 -0.1000 -0.0275 
  mesh 32^3: -0.1728 -0.1000 -0.0272 
  mesh 64^3: -0.1729 -0.1000 -0.0271 
  analytic limit: -0.1730 -0.1000 -0.0270 
  full mesh: -0.1000 -0.1000 -0.1000 
False px-pz splitting: 0.1459 hartree = 3.970 eV
Tetragonal case, pz shift 0.05 hartree, 16 operations
  irreducible points: 936; integrated weights:
  raw px py pz: 0.7346 0.1866 0.3051 
  full-mesh px py pz: 0.4606 0.4606 0.3051 
  wrong cubic average: 0.4088 
Three equivalent edge atoms, one s orbital each
  corner energy 0, edge energy -0.20, hopping 0.10 hartree
  states per spin up to -0.10 hartree:
  raw atoms X Y Z: 0.9656 0.9048 0.8305 
  full-mesh atoms X Y Z: 0.9003 0.9003 0.9003 
  sum raw, full: 2.7009 2.7009
\end{verbatim}
